# Line-Width Dependence of the C49-to-C54 Transformation with Blocked Growth

## Result

A narrow titanium disilicide line starts in the high-resistivity C49 phase. In the model treated here, nuclei of the low-resistivity C54 phase appear at random and grow along the line until they meet a barrier; the barriers are an assumption of the model, not a measured feature of real lines. Let \(w\) be the line width, \(\rho\) the number of nuclei per unit area and \(b\) the number of barriers per unit length. After growth is complete, the mean fraction of a long line that remains C49 is

\[
U_\infty=\frac{1}{(1+\rho w/b)^2}. \tag{1}
\]

**Assumptions.**

1. The nuclei are present at the start of growth and form a Poisson process of constant areal density \(\rho\). Projected on the line, they have the linear density \(n=\rho w\).
2. Barriers form an independent Poisson process of constant linear density \(b\). Each spans the full width, has negligible length and stops C54 growth completely.
3. C54 fronts are flat, cross the full width and move both ways at constant speed \(v\). After a time \(t\) a free front has run the distance \(s=vt\).

Write \(\kappa=b+n\) and \(u=b/\kappa\).

**Theorem.** Under these assumptions:

(a) The mean untransformed fraction of a long line is
\[
U(s)=\left[\frac{b+n e^{-\kappa s}}{\kappa}\right]^2,\qquad U(s\to\infty)=u^2=U_\infty. \tag{2}
\]

(b) For an isolated line of length \(L\), whose ends also stop growth, the mean fraction left after complete growth is
\[
U_L=\frac{1}{\kappa^2}\left[b^2+2bn\,\frac{1-e^{-\kappa L}}{\kappa L}+n^2e^{-\kappa L}\right]. \tag{3}
\]

(c) After complete growth, the untransformed fraction of a length \(L\) taken from a long line has the variance
\[
\mathrm{Var}=\frac{2u^2(1-u)}{\kappa L}\left[1+2u-\frac{1+3u}{\kappa L}\right], \tag{4}
\]
up to terms that are exponentially small for large \(\kappa L\).

Scarce nuclei alone do not leave a long line incomplete for ever. For \(b=0\), equation (2) gives \(U=e^{-2ns}\), which tends to zero for any width. In this model a lasting C49 remainder needs barriers or line ends.

## Segments and their lengths

**Lemma 1.** Let barriers cut a long line into independent segments of random length \(\ell\), with finite mean. After complete growth,
\[
U_\infty=\frac{E[\ell e^{-n\ell}]}{E[\ell]}. \tag{5}
\]

*Proof.* A segment has area \(w\ell\), so its number of nuclei is Poisson distributed with mean \(\rho w\ell=n\ell\). It has none with probability \(e^{-n\ell}\). One nucleus is enough to convert the whole segment, and without a nucleus the segment stays C49. The mean C49 length per segment is therefore \(E[\ell e^{-n\ell}]\), and the mean total length is \(E[\ell]\). In a long line the ratio of the summed lengths tends to the ratio of these means. ∎

The factor \(\ell\) in (5) matters: a random point of the line is more likely to lie in a long segment than in a short one.

Gamma-distributed lengths join two useful cases. With mean \(m\), shape \(k\) and \(\theta=m/k\), the density is \(\ell^{k-1}e^{-\ell/\theta}/[\Gamma(k)\theta^k]\). Then

\[
\begin{aligned}
E[\ell e^{-n\ell}]
&=\frac{1}{\Gamma(k)\theta^k}\int_0^\infty \ell^{k}e^{-(n+1/\theta)\ell}\,d\ell\\
&=\frac{\Gamma(k+1)}{\Gamma(k)\theta^k}\left(\frac{\theta}{1+n\theta}\right)^{k+1}
=\frac{k\theta}{(1+n\theta)^{k+1}} .
\end{aligned}
\]

Division by \(E[\ell]=k\theta=m\) gives

\[
U_\infty=\left(1+\frac{nm}{k}\right)^{-(k+1)}. \tag{6}
\]

Poisson barriers give exponential lengths, that is \(k=1\) and \(m=1/b\), and (6) becomes (1). Equal segments are the limit \(k\to\infty\), where \(U_\infty=e^{-nm}\).

**Remark: a bound for any length distribution.** Equation (5) is the average of \(e^{-n\ell}\) with the length-biased weight \(\ell/E[\ell]\). The exponential is convex, so Jensen's inequality gives

\[
U_\infty\ge \exp\!\left(-n\,\frac{E[\ell^2]}{E[\ell]}\right),
\]

whenever \(E[\ell^2]\) is finite. The ratio in the exponent is the mean length of the segment that contains a random point.

## Growth for a finite time

**Lemma 2.** The probability that no front reaches a given point from its right is
\[
g(s)=\frac{b+n e^{-\kappa s}}{\kappa}. \tag{7}
\]

*Proof.* Let \(D\) be the distance to the first barrier on the right. Its density is \(be^{-bD}\). A nucleus on the right can convert the point if it lies closer than both \(D\) and \(s\). If several do, the nearest arrives first, so collisions between fronts do not alter the condition. The point is spared if the distance \(\min(D,s)\) holds no nucleus, which has probability \(e^{-n\min(D,s)}\). Averaging over \(D\) gives

\[
\begin{aligned}
g(s)&=\int_0^s be^{-bD}e^{-nD}\,dD+e^{-bs}e^{-ns}\\
&=\frac{b}{\kappa}\left(1-e^{-\kappa s}\right)+e^{-\kappa s}
=\frac{b+(\kappa-b)e^{-\kappa s}}{\kappa}.
\end{aligned}
\]

The second term of the first line is the case with no barrier within \(s\). Since \(\kappa-b=n\), this is (7). ∎

*Proof of (a).* The processes to the left and right of a point are independent, and by symmetry each side spares it with probability \(g(s)\). The point stays C49 if both do, so \(U(s)=g(s)^2\). ∎

For short times, \(g\approx1-ns\) and the C54 fraction is \(F=1-U\approx2ns\). The barriers drop out to this order because few fronts have met one. The part still to be transformed by further growth is

\[
U(s)-U_\infty=\frac{2bn e^{-\kappa s}+n^2e^{-2\kappa s}}{\kappa^2}.
\]

The first term decays over the distance \(1/\kappa=1/(b+\rho w)\), the second over half that distance. At fixed \(\rho\), \(b\) and \(v\), both decays thus take longer in a narrower line, and the final state holds more C49.

*Proof of (b).* Place a point at \(x\) in a line from \(0\) to \(L\), with growth complete. On the right, growth is limited by the first barrier or by the line end at distance \(L-x\). This is the calculation of Lemma 2 with \(s\) replaced by \(L-x\). The left side gives \(g(x)\). The average over the line is

\[
\begin{aligned}
U_L&=\frac1L\int_0^L g(x)\,g(L-x)\,dx\\
&=\frac{1}{\kappa^2L}\int_0^L\left[b^2+bn\left(e^{-\kappa x}+e^{-\kappa(L-x)}\right)+n^2e^{-\kappa L}\right]dx .
\end{aligned}
\]

Each of the two middle exponentials integrates to \((1-e^{-\kappa L})/\kappa\), and (3) follows. ∎

For \(b=0\), equation (3) reduces to \(e^{-nL}\), the probability that the line has no nucleus. For \(L\to\infty\) it returns \(u^2\). For \(L\to0\) it tends to one, since a very short line almost surely has no nucleus.

## How the remainder depends on width

Put \(a=\rho w/b\), the mean number of nuclei per segment. From (1), \(F=1-(1+a)^{-2}\), so

\[
F\approx\frac{2\rho w}{b}\quad(a\ll1),\qquad
U_\infty\approx\left(\frac{b}{\rho w}\right)^2\quad(a\gg1).
\]

Half of the line is transformed when \((1+a)^2=2\), at the width

\[
w_{1/2}=(\sqrt2-1)\,\frac{b}{\rho}. \tag{8}
\]

Equal segments of the same mean length \(1/b\) give \(U_\infty=e^{-a}\). For \(a\ll1\) they transform only half as much, \(F\approx a\) instead of \(2a\). With random barriers, the segment around a random point has mean length \(E[\ell^2]/E[\ell]=(2/b^2)/(1/b)=2/b\), twice the ordinary mean, and as long as nuclei are scarce (\(a\ll1\)) it is about twice as likely to contain one.

In wide lines the order is reversed. Random cutting always produces some short segments, which are likely to miss a nucleus, so the remainder falls as a power of \(w\) and not exponentially. The two laws cross where \(a-2\ln(1+a)=0\). The left side starts at zero, falls until \(a=1\) and rises afterwards without limit, so there is one crossing at positive \(a\).

## Spread between lines

**Lemma 3.** After complete growth, the covariance of the C49 indicators of two points at distance \(r\) in a long line is
\[
C(r)=u^2e^{-\kappa r}\left[1+u\kappa r-u^2(1+\kappa r)\right]. \tag{9}
\]

*Proof.* Merge the nuclei and barriers into one Poisson process of density \(\kappa\). Each event is independently a barrier with probability \(u=b/\kappa\). A point stays C49 if the nearest event on each side is a barrier.

For two points, the nearest events outside the pair must both be barriers, which gives \(u^2\). Between the points there are three cases:

- no event, with probability \(e^{-\kappa r}\), which adds no condition;
- one event, with probability \(\kappa r e^{-\kappa r}\), which must be a barrier and gives a factor \(u\);
- two or more events, of which the first and the last must be barriers, giving \(u^2\).

The joint probability is therefore

\[
u^2\left\{e^{-\kappa r}+u\kappa r e^{-\kappa r}+u^2\left[1-(1+\kappa r)e^{-\kappa r}\right]\right\}.
\]

Subtracting the product of the two means, \(u^4\), gives (9). ∎

*Proof of (c).* The variance of an average over a length \(L\) is the double average of the covariance. The pairs at distance \(r\) carry the weight \(2(L-r)\), so

\[
\mathrm{Var}=\frac{2}{L^2}\int_0^L(L-r)\,C(r)\,dr.
\]

Since \(C\) decays as \(e^{-\kappa r}\) times a linear function, extending the upper limit to infinity costs only the exponentially small terms named in the theorem. With \(z=\kappa r\) and \(\int_0^\infty z^je^{-z}dz=j!\),

\[
\begin{aligned}
\int_0^\infty C\,dr&=\frac{u^2}{\kappa}(1+u-2u^2)=\frac{u^2}{\kappa}(1-u)(1+2u),\\
\int_0^\infty rC\,dr&=\frac{u^2}{\kappa^2}(1+2u-3u^2)=\frac{u^2}{\kappa^2}(1-u)(1+3u).
\end{aligned}
\]

Multiplying the first by \(2/L\) and the second by \(-2/L^2\) gives (4). ∎

**Corollary: sheet resistance.** Flat, full-width regions of the two phases lie in series. If \(R_{49}\) and \(R_{54}\) are their sheet resistances, the effective value for the line is

\[
R=R_{54}F+R_{49}U=R_{54}+(R_{49}-R_{54})U. \tag{10}
\]

This is linear in \(U\), so the mean of \(R\) follows from the mean of \(U\), and its standard deviation is \((R_{49}-R_{54})\) times that of \(U\).

## Worked example

Take \(\rho=0.1\) µm⁻², \(b=0.05\) µm⁻¹, \(v=1\) µm/s and an anneal of 30 s, so that \(s=30\) µm. The mean segment length is 20 µm. The film is 50 nm thick, with resistivities of 60 µΩ cm for C49 and 15 µΩ cm for C54. Dividing by the thickness gives \(R_{49}=12\) Ω/sq and \(R_{54}=3\) Ω/sq.

For \(w=0.25\) µm, \(n=0.025\) µm⁻¹ and \(\kappa=0.075\) µm⁻¹. Equation (2) gives

\[
U(s)=\left[\frac{0.05+0.025\,e^{-2.25}}{0.075}\right]^2=0.49,
\qquad U_\infty=\left(\frac{0.05}{0.075}\right)^2=0.44 .
\]

The effective sheet resistance after the anneal is \(3+9\times0.4925=7.43\) Ω/sq. In the table, "equal" means complete growth in equal 20 µm segments, and \(\sigma\) is the standard deviation of \(U\) from (4), for complete growth and \(L=1000\) µm.

| \(w\) (µm) | \(U\), 30 s | \(U_\infty\) | equal | \(R\), 30 s (Ω/sq) | \(\sigma\) |
|---|---|---|---|---|---|
| 0.25 | 0.493 | 0.444 | 0.607 | 7.43 | 0.095 |
| 0.50 | 0.276 | 0.250 | 0.368 | 5.48 | 0.070 |
| 1.00 | 0.116 | 0.111 | 0.135 | 4.04 | 0.040 |
| 2.00 | 0.040 | 0.040 | 0.018 | 3.36 | 0.019 |

The half-transformed width from (8), which holds for complete growth, is 0.21 µm; after the 30 s anneal, (2) puts it at 0.24 µm. Random and equal segments change order between 1 and 2 µm. In the narrowest line, growth still has 0.05 of the length to gain after 30 s; at 2 µm it has practically ended, because \(\kappa s\) has risen from 2.25 to 7.5.

The spread is large even though a 1000 µm line has 50 segments on average. At 0.25 µm it corresponds to 0.86 Ω/sq about a fully grown mean of 7.00 Ω/sq, for 1000 µm lengths taken from a long line. Isolation of short lines adds to the remainder: at the same width, (3) gives \(U_L=0.70\) for a 20 µm line and 0.50 for a 100 µm line, against 0.44 for a long one.

## Where the model fails

**Nucleation sites near edges.** If nuclei form at triple points of C49 grains, a line only a few grains wide may lose sites. As a crude estimate, let half a grain at each edge be inactive. With a grain size of 0.15 µm, \(n\) becomes \(0.1(0.25-0.15)=0.01\) µm⁻¹, and \(U_\infty\) rises from 0.44 to 0.69.

The finite number of sites matters much less. Two triple points per round grain of this diameter give a site density of which the nuclei use a share \(p=9\times10^{-4}\). Replacing \(\ln(1-p)\) by \(-p\) in the probability of an empty area changes the exponent by a relative amount of about \(p/2\).

**Barriers that depend on width.** A defect that blocks a narrow line may leave a path round it in a wide one. If \(b\propto1/w\), with the stated value kept at 0.25 µm, then at 1 µm \(b=0.0125\) µm⁻¹ and \(U_\infty\) falls from 0.11 to 0.012. Equations (2)–(4) remain valid at each width if \(n(w)\) and \(b(w)\) are inserted and the two processes remain Poisson and independent of each other, with barriers that still stop growth completely, but the simple width law (1) is lost.

**Late nucleation.** Let the same number of nuclei appear evenly through the anneal, counting those that would fall in material already converted. One at distance \(r\) is born early enough with probability \(1-r/s\). In Lemma 2 the expected number \(nD\) then becomes \(n(D-D^2/2s)\), and \(ns\) becomes \(ns/2\). Numerical quadrature gives \(U=0.63\) after the anneal at 0.25 µm, against 0.49 for early nuclei.

**Temperature.** With a front-speed activation energy of 4 eV, an anneal 5 K below 1073 K slows the fronts to 0.82 of their speed. At 0.25 µm, with \(\rho\) and \(b\) held fixed, \(U\) rises from 0.49 to 0.52. A change in nucleation would come on top. In use at 100 °C instead of 25 °C, a C54 temperature coefficient of 0.004 K⁻¹ adds \(3\times0.004\times75=0.9\) Ω/sq. If the added resistivity is the same in both phases, this shift applies to every line.

**Front shape and barrier resistance.** At the end of the anneal a free circular front has the radius \(s\). Even if its nucleus lies at one edge, it has covered the full width out to the distance \(\sqrt{s^2-w^2}\) along the line, so it lags behind a flat front by at most \(s-\sqrt{s^2-w^2}\). For the 2 µm line this raises \(U\) after the anneal by less than \(3\times10^{-6}\). Let each barrier be one C49 grain long, with the barrier centres still a Poisson process of density \(b\). A point escapes the barriers with probability \(e^{-0.05\times0.15}\), and its free length on each side is still exponential with mean \(1/b\). After complete growth \(U\) then rises by \((1-e^{-0.0075})(1-u^2)\), which is less than 0.0075. If the barriers cannot overlap, the segments become shorter and the rise can slightly exceed this bound, reaching 0.0078 at 1 µm.

**The real contact.** The resistivities, film thickness, grain size and anneal are rough typical values for titanium silicide contacts, where incomplete transformation in narrow lines is a known difficulty. The nucleus density corresponds to C54 grains a few micrometres across in a wide film. The front speed and, above all, the barrier density are round model choices, not measurements. A C49 remainder after a finite anneal is not by itself evidence of barriers: with \(b=0\), equation (2) still leaves \(e^{-1.5}=0.22\) of the 0.25 µm line after 30 s. Real lines can break the assumptions of constant \(\rho\) and \(b\) and of early nucleation, and the estimates above show that this can change \(U\) strongly: with the assumed dead zone of half a grain at each edge, \(U_\infty\) goes from 0.44 to 0.69 at 0.25 µm, a figure that depends on how the C49 grains form near the edges. Equation (1) is therefore a baseline. Widening a line lowers its C49 fraction in this model if \(\rho\) and \(b\) stay fixed; using (8) as a design width also requires a line much longer than \(1/\kappa\), complete growth, randomly placed barriers as assumed here, and measured values of \(\rho\) and \(b\) for the process in question.
